\section*{Kinks, the Kinetic Surface Term and Plane-Wave Cutoffs in APW+lo, part 2}

One electron moves in a fixed, bounded periodic potential, $H=-\tfrac12\nabla^2+V$, in atomic units. The basis functions $\phi_j$ are continuous Bloch functions whose radial slopes may jump at a sphere of radius $R$, in channels $l\le2$ only. $S$ is the open sphere and $I$ the rest of the cell. The kinetic matrix $T_{ij}=\frac12\int_\Omega\nabla\phi_i^*\cdot\nabla\phi_j\,d^3r$ is the gradient form; $L_{ij}=-\frac12(\int_S+\int_I)\phi_i^*\nabla^2\phi_j\,d^3r$ omits the surface. Green's identity gave
\begin{equation}
\begin{aligned}
T_{ij}&=L_{ij}+D_{ij},\\
D_{ij}&=\frac12\oint\phi_i^*\left(\partial_r\phi_j|_{\rm in}-\partial_r\phi_j|_{\rm out}\right)dS .
\end{aligned}
\label{eq:surface}
\end{equation}
With radial Hamiltonian $h_l$, energy parameter $E_l$ and $\int_0^Ru_l^2r^2dr=1$,
\begin{equation}
(h_l-E_l)u_l=0,\qquad (h_l-E_l)\dot u_l=u_l .
\label{eq:radial}
\end{equation}
Also $W_l=(u_l\dot u_l'-u_l'\dot u_l)_R=-2/R^2$.

A plane wave $\mathbf K=\mathbf k+\mathbf G$ has radial parts $A_{lm}(\mathbf K)j_l(Kr)$. For $l\le2$ inside the sphere, the APW $\phi_{\mathbf K}$ replaces them by $A_{lm}j_l(KR)u_l(r)/u_l(R)$. Each of the $p=9$ local orbitals $\lambda_{lm}$ is zero outside and has radial part $N_l[\dot u_l-\dot u_l(R)u_l/u_l(R)]$ inside, with normalization $N_l$ and slope $N_lW_l/u_l(R)$ at $R$. The LAPW $\chi_{\mathbf K}$ uses $A_{lm}(a_lu_l+b_l\dot u_l)$, matched in value and slope:
\begin{equation}
b_l(K)=\frac{u_lKj_l'(KR)-u_l'j_l(KR)}{W_l}.
\label{eq:b}
\end{equation}
Explicit expansion gave
\begin{equation}
\chi_{\mathbf K}=\phi_{\mathbf K}
+\sum_{l\le2,m}\frac{A_{lm}(\mathbf K)b_l(K)}{N_l}\lambda_{lm}.
\label{eq:inclusion}
\end{equation}
For equal plane waves, the energy quotient with $T$ then orders the results, $E_n$ being the true band energy:
\begin{equation}
E_n\le E_n^{\rm APW+lo}\le E_n^{\rm LAPW}.
\label{eq:order}
\end{equation}

The example is a simple cubic crystal with $a=3$~\AA, $R=1.2$~\AA\ and $V=-V_0(1-r^2/R^2)^2$ inside the sphere, zero outside, with $V_0=120$~eV. It uses $\mathbf k=(0.1,0.2,0.3)\,2\pi/a$, $E_0=-55$~eV and $E_1=E_2=-12$~eV. The cutoff $K\le K_{\max}$ is quoted as $RK_{\max}$. Errors refer to the four lowest bands from ordinary plane waves.

The surface term and the energy ordering are now derived again, by rounding the kink and by treating LAPW as a constrained calculation.

\subsection{The kinetic energy of a rounded kink}

Define the slope jump of $\phi_j$, taken outwards, as
\begin{equation}
\kappa_j(\hat{\mathbf r})=\partial_r\phi_j|_{\rm out}-\partial_r\phi_j|_{\rm in}.
\end{equation}
It contains only harmonics with $l\le2$ and is therefore a smooth function of angle. Round the corner over a shell of half-width $\varepsilon$. A function that turns smoothly from slope $0$ to slope $1$ is
\begin{equation}
\rho_\varepsilon(r)=
\begin{cases}
0,& r\le R-\varepsilon,\\
(r-R+\varepsilon)^2/(4\varepsilon),& |r-R|<\varepsilon,\\
r-R,& r\ge R+\varepsilon .
\end{cases}
\end{equation}
At $r=R+\varepsilon$ the middle expression has value $(2\varepsilon)^2/(4\varepsilon)=\varepsilon$ and slope $2(2\varepsilon)/(4\varepsilon)=1$, so value and slope join. At the lower end both are zero. Let $(r-R)_+$ equal $r-R$ outside the sphere and zero inside, and set
\begin{equation}
\phi_j^\varepsilon=\phi_j+\kappa_j(\hat{\mathbf r})\,\eta_\varepsilon(r),\qquad
\eta_\varepsilon=\rho_\varepsilon-(r-R)_+ .
\end{equation}
The correction $\eta_\varepsilon$ vanishes outside the shell. At $R$ its slope is $+\tfrac12$ from inside and $\tfrac12-1=-\tfrac12$ from outside. The two slopes of $\phi_j^\varepsilon$ are then
\begin{equation}
\partial_r\phi_j|_{\rm in}+\tfrac12\kappa_j
=\partial_r\phi_j|_{\rm out}-\tfrac12\kappa_j ,
\end{equation}
which are equal by the definition of $\kappa_j$. The rounded function has a continuous gradient.

For such a function the kinetic energy can be read in momentum space. Let $c_i(\mathbf K)$ and $c_j^\varepsilon(\mathbf K)$ be the plane-wave coefficients of $\phi_i$ and $\phi_j^\varepsilon$. A continuous, piecewise smooth function can be integrated by parts along each coordinate line with no term from its corners, so $\nabla\phi_i$ has coefficients $i\mathbf Kc_i$. Since $\nabla\phi_j^\varepsilon$ is itself continuous, the step can be repeated: $\nabla^2\phi_j^\varepsilon$ has coefficients $-K^2c_j^\varepsilon$. Parseval's relation then gives
\begin{equation}
\frac12\int\nabla\phi_i^*\cdot\nabla\phi_j^\varepsilon
=\frac12\sum_{\mathbf K}K^2c_i^*c_j^\varepsilon
=-\frac12\int\phi_i^*\nabla^2\phi_j^\varepsilon .
\label{eq:parseval}
\end{equation}
There is no surface term, because there is no kink.

Now let $\varepsilon$ tend to zero. On the left, $|\eta_\varepsilon|\le\varepsilon/4$ and $|\eta_\varepsilon'|\le\tfrac12$, and both vanish outside a shell whose volume is proportional to $\varepsilon$. Hence $\int|\nabla(\phi_j^\varepsilon-\phi_j)|^2$ is of order $\varepsilon$. By the Schwarz inequality the left side of \eqref{eq:parseval} tends to $T_{ij}$.

On the right, away from the surfaces where second derivatives jump,
\begin{equation}
\nabla^2\phi_j^\varepsilon=\nabla^2\phi_j
+\kappa_j\left(\eta_\varepsilon''+\frac2r\eta_\varepsilon'\right)
+\frac{\eta_\varepsilon}{r^2}\nabla_{\hat{\mathbf r}}^2\kappa_j ,
\end{equation}
where $\nabla_{\hat{\mathbf r}}^2$ is the angular Laplacian on the unit sphere. The first term gives $L_{ij}$. The terms with $\eta_\varepsilon'$ and $\eta_\varepsilon$ are bounded in a shrinking shell, so their integrals vanish. The curvature is different: $\eta_\varepsilon''=1/(2\varepsilon)$ over a width $2\varepsilon$, and its radial integral stays equal to one. Therefore
\begin{equation}
\begin{aligned}
T_{ij}&=L_{ij}-\lim_{\varepsilon\to0}\frac12\int d\hat{\mathbf r}\,\kappa_j
\int_{R-\varepsilon}^{R+\varepsilon}\frac{\phi_i^*}{2\varepsilon}\,r^2dr\\
&=L_{ij}-\frac12\oint\phi_i^*\kappa_j\,dS .
\end{aligned}
\end{equation}
Since $-\kappa_j$ is the inner slope minus the outer slope, this is \eqref{eq:surface}, sign and factor included. In distribution language, the Laplacian of a kinked function contains $\kappa_j\,\delta(r-R)$, and the piecewise Laplacian discards it.

This route also shows why the gradient form belongs in the energy quotient. Each kinked trial function is a limit of rounded functions, on which $H$ acts without a surface contribution. Their norms, potential energies and kinetic energies converge to those computed with $T$. The lower bound $E_n$ in \eqref{eq:order} therefore passes to the kinked functions.

\subsection{What happens without the surface term}

Replace $T$ by the Hermitian part of $L$. The kinetic energy of a function $\phi$ then becomes
\begin{equation}
L[\phi]=T[\phi]+\frac12\,{\rm Re}\oint\phi^*\kappa\,dS .
\label{eq:lform}
\end{equation}
This expression has no lower bound in the limit of a complete plane-wave set. Let $v(\hat{\mathbf r})$ be the $l\le2$ part of $\phi$ on the sphere, and suppose it is not zero. Outside the sphere add
\begin{equation}
g=-s\,(r-R)\,q\!\left(\frac{r-R}{d}\right)v(\hat{\mathbf r}),
\end{equation}
where $q$ is smooth, $q(0)=1$, and $q=0$ for arguments above one. Inside, $g=0$. The new function is still continuous, and its outer slope has changed by $-sv$, so $\kappa$ changes by $-sv$ as well. The surface part of \eqref{eq:lform} changes by
\begin{equation}
-\frac{s}{2}\oint|v|^2dS .
\end{equation}
The gradient of $g$ is of order $s$ in a layer of thickness $d$, so $T[g]$ is of order $s^2d$. Choose $s\propto d^{-1/4}$. Then $T[g]\propto d^{1/2}$ tends to zero, and so do its cross term with $\phi$ and the changes in norm and potential energy. The surface part tends to $-\infty$. Combinations of APWs can approach $g$: continue its outer part smoothly through the sphere and expand the result in plane waves. The augmentation then removes the inner part, because $g$ has only $l\le2$ and vanishes at $R$.

With the Hermitian part of $L$ in place of $T$ the calculation thus rewards steep kinks, and more plane waves make the error worse without limit. The argument does not cover $L$ left unsymmetrized, which is not Hermitian and can give complex eigenvalues. At $RK_{\max}=8$ the four-band sum of the example already lies $210$~eV below the reference. With the surface term, the largest error of a single band at that cutoff is about $0.01$~eV. LAPW functions are immune because their $\kappa$ is zero, so $T$ and $L$ agree for them.

\subsection{LAPW as a constrained calculation}

A general APW+lo function is
\begin{equation}
\psi=\sum_{\mathbf K}c_{\mathbf K}\phi_{\mathbf K}+\sum_{l\le2,m}d_{lm}\lambda_{lm}.
\end{equation}
Require its kink to vanish. In channel $(l,m)$ the inner slope minus the outer slope is
\begin{equation}
\sum_{\mathbf K}c_{\mathbf K}A_{lm}
\left[j_l(KR)\frac{u_l'}{u_l}-Kj_l'(KR)\right]_R
+d_{lm}\frac{N_lW_l}{u_l(R)}=0 .
\end{equation}
By \eqref{eq:b} the bracket equals $-b_lW_l/u_l(R)$. The nonzero factor $W_l/u_l(R)$ cancels, leaving
\begin{equation}
d_{lm}=\frac1{N_l}\sum_{\mathbf K}c_{\mathbf K}A_{lm}(\mathbf K)b_l(K).
\label{eq:constraint}
\end{equation}
These are the coefficients of a sum of LAPWs. The LAPW space is therefore the set of APW+lo functions without kinks, selected by $p=9$ linear conditions, one per local orbital.

Minimizing the same energy under added conditions cannot lower the result, which gives \eqref{eq:order} again. Counting the conditions also limits how far it can rise. Take the $n+p$ lowest APW+lo solutions. The functions in their span that satisfy the $p$ conditions form a space of dimension at least $n$. That space lies in the LAPW space, and no quotient in it exceeds $E_{n+p}^{\rm APW+lo}$. Hence
\begin{equation}
E_n^{\rm APW+lo}\le E_n^{\rm LAPW}\le E_{n+p}^{\rm APW+lo}.
\label{eq:interlace}
\end{equation}
Both inequalities were tested for the lowest 20 levels at $RK_{\max}=8$. The upper one is weak for a single band, since it reaches nine levels higher.

Equation \eqref{eq:constraint} shows where the saving comes from. In LAPW the amount of $\dot u_l$ in the sphere is dictated by the value and slope of the truncated plane-wave sum at $R$. An error in that slope is passed on to the sphere function. In APW+lo the amount is a free variable chosen by the energy, so the sphere function can be accurate while the outer slope is still wrong.

\subsection{The kink that remains}

Slope continuity is not imposed in APW+lo, but the energy favours it. For a solution $\psi$ of energy $E$, stationarity against every basis function $\phi$, combined with \eqref{eq:surface}, reads
\begin{equation}
\left(\int_S+\int_I\right)\phi^*(H-E)\psi\,d^3r
-\frac12\oint\phi^*\kappa_\psi\,dS=0 .
\label{eq:stationary}
\end{equation}
If the trial functions were complete on both sides, variations vanishing at $R$ would make $(H-E)\psi$ zero in both regions. The remaining variations would then force $\kappa_\psi=0$.

Here the sphere functions are restricted to two per channel, so a small kink survives even with complete plane waves. Write the inner part as $\alpha u_l+\beta\dot u_l$, with $\dot u_l$ chosen orthogonal to $u_l$. Let $\Delta=E-E_l$, $n_l=\int_0^R\dot u_l^2r^2dr$ and $t_l=\dot u_l(R)/u_l(R)$. Equation \eqref{eq:radial} gives
\begin{equation}
(h_l-E)(\alpha u_l+\beta\dot u_l)=(\beta-\Delta\alpha)u_l-\Delta\beta\,\dot u_l .
\end{equation}
Variation of the local orbital, proportional to $\dot u_l-t_lu_l$, has no surface part and requires
\begin{equation}
-\Delta\beta n_l-t_l(\beta-\Delta\alpha)=0,
\qquad
\beta=\frac{t_l\Delta\alpha}{t_l+\Delta n_l}.
\end{equation}
Next vary with a function equal to $u_lY_{lm}$ inside and continued outside, where the residual is already zero. With $\kappa_{lm}$ the $(l,m)$ part of $\kappa_\psi$, \eqref{eq:stationary} gives
\begin{equation}
\frac{R^2}{2}u_l(R)\,\kappa_{lm}=\beta-\Delta\alpha
=-\frac{\Delta^2n_l\,\alpha}{t_l+\Delta n_l}.
\end{equation}
For $t_l\ne0$ and small $\Delta$ the surviving kink is of second order in the distance between the band and its energy parameter.

In the example the slope jump of the fourth band, relative to its inner slope and with both taken as root sums of squares over the nine channels, is $0.69$, $0.26$, $0.079$ and $0.032$ at $RK_{\max}=4$, $6$, $8$ and $10$. How much of the last value is due to the finite cutoff, and how much to linearization, is not separated by these numbers.

The local orbitals are needed for this behaviour. With the same $E_l$ and APWs alone, the largest error at $RK_{\max}=11$ is about $15$~eV. It belongs to the lowest band, which lies $4.5$~eV above $E_0$. Each channel then has a single fixed radial shape, which more plane waves cannot change. The inclusion \eqref{eq:inclusion} also fails in that case, so the cutoff argument does not apply to it.

\subsection{What the two derivations assume}

Both derivations of the surface term require $\phi_i$ and $\phi_j$ to be continuous in value. If $\phi_j$ jumped by an amount $\sigma$, rounding the jump over a width $2\varepsilon$ would produce a slope $\sigma/(2\varepsilon)$ and a kinetic energy per unit area
\begin{equation}
\frac12\left(\frac{|\sigma|}{2\varepsilon}\right)^2 2\varepsilon=\frac{|\sigma|^2}{4\varepsilon},
\end{equation}
which diverges. The gradient form evaluated region by region would miss it. An augmentation cut off in $l$ without continuing the plane wave produces such jumps, and \eqref{eq:surface} alone does not repair them.

Green's identity needs functions smooth up to the surface from each side, so that both slopes exist there. It needs no particular dependence of the kink on angle, and no limiting process. It takes the gradient form as given, however, and does not say why that form is the right energy. The rounding argument asks for more: in the form used here, the kink must be smooth over the sphere, which the finite set of harmonics provides. In return it identifies the gradient form as the limit of the energies of smooth functions, and so justifies the variational bound. Neither argument uses the shape of the potential.

The two arguments for the cutoff rest on common conditions: equal plane waves, one fixed potential, equal energy parameters, $u_l(R)\ne0$, and a local orbital for every channel freed from slope matching. A channel treated by LAPW matching in both bases does no harm, since its functions are then the same. The explicit expansion needs the matching coefficients and gives the ordering of the energies. The constraint argument needs the number of independent slope conditions and adds the upper limit in \eqref{eq:interlace}. Neither predicts the size of the saving. That depends on how quickly the plane waves reproduce the slopes at the sphere and, for tolerances close to the linearization error, on the energy parameters. It has to be computed for each system, as in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant 3.0 angstrom, sphere radius 1.2 angstrom
well depth 120.0 eV; k = [0.1 0.2 0.3] in units of 2 pi/a
energy parameters l=0,1,2 (eV): [-55.0, -12.0, -12.0]
l=0: logarithmic slope R u'/u at R = 1.9371
l=1: logarithmic slope R u'/u at R = -2.2731
l=2: logarithmic slope R u'/u at R = 2.0145
reference bands, pure plane waves (eV): [-50.5236 -10.9587 -10.5353 -10.2003]
reference: 1080 plane waves, RK = 16
reference change from RK=14 to 16: 1.4e-04 eV
kinetic elements (eV): gradient, Laplacian, surface
  APW0-APW0: 23.61889  21.70131  1.91758
  APW0-lo(pz): 21.99122  25.73539  -3.74417
  lo(pz)-APW0: 21.99122  21.99122  0.00000
largest relative violation of kinetic identity: 4.2e-15
relative asymmetry of piecewise Laplacian: 0.061
largest relative violation of inclusion: 6.4e-16
largest error of four bands (eV): RK, APW+lo, LAPW
   4  0.87963  3.10098
   5  0.27086  0.96183
   6  0.07503  0.19592
   7  0.02050  0.03983
   8  0.00963  0.01366
   9  0.00818  0.01105
  10  0.00814  0.01020
  11  0.00814  0.00970
error <= 0.1 eV: RK APW+lo 5.7, LAPW 6.5
  cutoff K: 4.750 and 5.417 1/angstrom
  plane waves 51 and 73; total functions 60 and 73
error <= 0.01 eV: RK APW+lo 7.9, LAPW 10.4
  cutoff K: 6.583 and 8.667 1/angstrom
  plane waves 130 and 296; total functions 139 and 296
APW without lo, error at RK=11: 15.1828 eV
no surface term, RK=8: four-band sum shifted -210.1766 eV
relative slope jump of band 4, APW+lo:
  RK=4: 0.68505
  RK=6: 0.26447
  RK=8: 0.07948
  RK=10: 0.03213
\end{verbatim}
